# RPA correlation energy from the screened interaction and a coupling integral

A small charge is brought near a molecule. The electrons shift, and their shift produces a potential of its own, so a second charge feels a screened interaction $W$ in place of the Coulomb interaction $v$. The same mobility of the electrons lets them avoid one another, which lowers the ground-state energy. Can the correlation energy therefore be read off from $W-v$?

In the random-phase approximation (RPA) it can, if $W$ is known at all imaginary frequencies. The formula derived here combines $W-v$ with the response of independent electrons and follows the screening while the interaction is switched on. Putting the full-strength $W$ into the same trace, without the integral over the interaction strength, gives a different quantity, the interaction part of the correlation energy.

## Setting and conventions

Hartree atomic units are used. A function of two positions is treated as a matrix: a product means integration over the shared position, and $\mathrm{Tr}$ means integration over the diagonal.

The assumptions are these.

1. The system is finite, closed-shell and at zero temperature. Its Kohn-Sham orbitals $\varphi_i$ (occupied) and $\varphi_a$ (virtual) are real, with all gaps $\Delta_{ia}=\epsilon_a-\epsilon_i>0$.
2. The interaction $v$ is symmetric and positive semidefinite, as the Coulomb interaction is.
3. The orbital set is finite, or the traces and integrals below converge.

Responses are taken at imaginary frequency $i\omega$, $\omega\ge0$. This describes a perturbation growing as $e^{\omega t}$, because $e^{-i(i\omega)t}=e^{\omega t}$. Such a perturbation meets no resonance.

Let a system have ground state $|0\rangle$, excited states $|n\rangle$ with excitation energies $\Omega_n$, and real amplitudes $\rho_n(\mathbf r)=\langle0|\hat n(\mathbf r)|n\rangle$. Under a potential $u\,e^{\omega t}$ the first-order coefficient $c_n e^{\omega t}$ of $|n\rangle$ obeys

$$i\omega c_n=\Omega_n c_n+u_n,\qquad u_n=\int\rho_n u,\qquad c_n=-\frac{u_n}{\Omega_n-i\omega}.$$

The density change is $2\,\mathrm{Re}\sum_n c_n\rho_n$ times $e^{\omega t}$. Hence the response function is

$$\chi(i\omega)=-\sum_{n\neq0}\frac{2\Omega_n}{\Omega_n^2+\omega^2}\,\rho_n\rho_n^T. \tag{1}$$

It is symmetric and negative semidefinite. For independent electrons the excitations are $i\to a$, once for each spin, so

$$\chi_0(i\omega)=-\sum_{ia}\frac{4\Delta_{ia}}{\Delta_{ia}^2+\omega^2}\,(\varphi_i\varphi_a)(\varphi_i\varphi_a)^T. \tag{2}$$

Now let the electrons interact through $\lambda v$, with $0\le\lambda\le1$. In the RPA they respond as independent electrons to the total potential, which is the external potential plus the Hartree potential of the induced density:

$$\delta n=\chi_0u_{\rm tot},\qquad u_{\rm tot}=u_{\rm ext}+\lambda v\,\delta n. \tag{3}$$

The reducible response $\chi_\lambda$ is defined by $\delta n=\chi_\lambda u_{\rm ext}$. Inserting this in (3) gives

$$\chi_\lambda=\chi_0+\lambda\chi_0v\chi_\lambda. \tag{4}$$

The change of the exchange-correlation potential has been neglected. Eliminating $\delta n$ from (3) instead gives $\varepsilon_\lambda u_{\rm tot}=u_{\rm ext}$, with the dielectric matrix

$$\varepsilon_\lambda=1-\lambda v\chi_0. \tag{5}$$

A test charge produces the bare potential $\lambda v$. The total potential around it is the screened interaction,

$$W_\lambda=\varepsilon_\lambda^{-1}\lambda v. \tag{6}$$

The usual screened interaction is $W=W_1$.

## Theorem

Under the stated assumptions,

$$\varepsilon_\lambda^{-1}=1+\lambda v\chi_\lambda,\qquad W_\lambda=\lambda v+\lambda^2v\chi_\lambda v, \tag{7}$$

and the RPA correlation energy is

$$\boxed{E_c=-\frac1{2\pi}\int_0^1\frac{d\lambda}{\lambda}\int_0^\infty d\omega\,\mathrm{Tr}\big[\chi_0(i\omega)\big(W_\lambda(i\omega)-\lambda v\big)\big].} \tag{8}$$

With the rescaled interaction $\bar W_\lambda=W_\lambda/\lambda$, the integrand becomes $\mathrm{Tr}[\chi_0(\bar W_\lambda-v)]$ and the factor $1/\lambda$ disappears. The interaction $\bar W_\lambda$ still depends on $\lambda$ and equals $W$ only at $\lambda=1$.

The proof needs an energy formula in terms of $\chi_\lambda$ and an algebraic link between $\chi_\lambda$ and $W_\lambda$.

## Lemma 1: energy from density fluctuations

Let $\chi_\lambda$ for the moment be the exact response at coupling $\lambda$, with a local potential $V_\lambda$ adjusted so that the density $n$ stays fixed. Assume a nondegenerate ground state $\Psi_\lambda$ along the whole path. Then

$$E_c=-\frac1{2\pi}\int_0^1d\lambda\int_0^\infty d\omega\,\mathrm{Tr}[v(\chi_\lambda-\chi_0)]. \tag{9}$$

**Proof.** Let $E_\lambda$ be the ground-state energy of $\hat T+\hat V_\lambda+\lambda\hat V_{ee}$, and let $F_\lambda=E_\lambda-\int V_\lambda n$. The Hellmann-Feynman theorem gives

$$\frac{dE_\lambda}{d\lambda}=\langle\hat V_{ee}\rangle_\lambda+\int n\frac{dV_\lambda}{d\lambda}.$$

Since $n$ is fixed, the last term cancels in $dF_\lambda/d\lambda$, which leaves $\langle\hat V_{ee}\rangle_\lambda$. At $\lambda=0$, $F_0$ is the kinetic energy of the Kohn-Sham determinant, and $\langle\hat V_{ee}\rangle_0$ is its Hartree plus exchange energy. The correlation energy is what remains of $F_1$ after both are subtracted:

$$E_c=F_1-F_0-\langle\hat V_{ee}\rangle_0=\int_0^1d\lambda\,\big(\langle\hat V_{ee}\rangle_\lambda-\langle\hat V_{ee}\rangle_0\big).$$

The interaction operator is

$$\hat V_{ee}=\tfrac12\iint v(\mathbf r,\mathbf r')\big[\hat n(\mathbf r)\hat n(\mathbf r')-\delta(\mathbf r-\mathbf r')\hat n(\mathbf r)\big].$$

The delta term depends on the density alone and cancels in the difference. Write $\langle\hat n\hat n'\rangle_\lambda=nn'+S_\lambda$, where $S_\lambda$ is the correlation of density fluctuations. The product $nn'$ cancels too, so the difference is $\tfrac12\mathrm{Tr}[v(S_\lambda-S_0)]$.

Inserting a complete set of states gives $S_\lambda=\sum_{n\ne0}\rho_n\rho_n^T$; the term $n=0$ is the product of mean densities. Because $\int_0^\infty 2\Omega\,d\omega/(\Omega^2+\omega^2)=\pi$, integration of (1) yields

$$S_\lambda=-\frac1\pi\int_0^\infty d\omega\,\chi_\lambda(i\omega).$$

The factor $\tfrac12$ times $-1/\pi$ is the prefactor in (9). $\square$

The RPA energy is obtained by using the approximate $\chi_\lambda$ of (4) in (9). In a truncated orbital set the delta term is in general no longer fixed by the density alone, so there (9) is taken as the definition of the RPA energy within that set.

## Lemma 2: response, dielectric matrix and $W$

The matrix $\varepsilon_\lambda$ is invertible, (7) holds, and

$$\chi_0W_\lambda=\lambda\chi_\lambda v. \tag{10}$$

**Proof.** Define $X=-v^{1/2}\chi_0v^{1/2}$. It is positive semidefinite; call its eigenvalues $x_m\ge0$. Two products $AB$ and $BA$ have the same nonzero eigenvalues. With $A=v^{1/2}$ and $B=-v^{1/2}\chi_0$, these products are $-v\chi_0$ and $X$. The eigenvalues of $\varepsilon_\lambda$ are therefore $1+\lambda x_m$, together with ones, and none is zero. The transpose $1-\lambda\chi_0v$ is invertible as well.

Equation (4) now reads $\chi_\lambda=(1-\lambda\chi_0v)^{-1}\chi_0$. Multiplying out shows that

$$(1-\lambda\chi_0v)\chi_0=\chi_0(1-\lambda v\chi_0).$$

Multiplication by the inverse of the first bracket from the left, and of the last from the right, gives

$$\chi_\lambda=\chi_0\varepsilon_\lambda^{-1}. \tag{11}$$

The definition of the inverse, $(1-\lambda v\chi_0)\varepsilon_\lambda^{-1}=1$, can be rearranged and combined with (11):

$$\varepsilon_\lambda^{-1}=1+\lambda v\chi_0\varepsilon_\lambda^{-1}=1+\lambda v\chi_\lambda.$$

Multiplication by $\lambda v$ from the right gives the second part of (7). Finally, $\chi_0W_\lambda=\chi_0\varepsilon_\lambda^{-1}\lambda v=\lambda\chi_\lambda v$ by (11). $\square$

The two responses have different roles. The function $\chi_0$ answers to the total potential, $\chi_\lambda$ to the external one. Equation (10) says that letting $\chi_0$ act on the screened potential of a test charge gives the same density as letting $\chi_\lambda$ act on its bare potential.

The correction $W_\lambda-\lambda v$ is negative semidefinite. To see this, write (6) in terms of $X$:

$$W_\lambda=\lambda v^{1/2}(1+\lambda X)^{-1}v^{1/2}. \tag{12}$$

Indeed, $\varepsilon_\lambda v^{1/2}=v^{1/2}(1+\lambda X)$, so applying $\varepsilon_\lambda$ to the right side of (12) returns $\lambda v$. Subtracting $\lambda v$ gives $W_\lambda-\lambda v=-\lambda^2v^{1/2}X(1+\lambda X)^{-1}v^{1/2}$, and $X(1+\lambda X)^{-1}$ has the eigenvalues $x_m/(1+\lambda x_m)\ge0$. Thus, on the imaginary axis, screening cannot raise the interaction of a charge distribution with itself. For $\omega\to\infty$ in a finite orbital set, $\chi_0\to0$ and $W_\lambda\to\lambda v$, because the electrons cannot follow.

## Proof of the theorem

Equation (7) is part of Lemma 2. Subtract $\lambda\chi_0v$ from (10) and take the trace:

$$\mathrm{Tr}[\chi_0(W_\lambda-\lambda v)]=\lambda\,\mathrm{Tr}[(\chi_\lambda-\chi_0)v]=\lambda\,\mathrm{Tr}[v(\chi_\lambda-\chi_0)].$$

The last step uses the cyclic property of the trace. Division by $\lambda$ and insertion in (9) give (8). $\square$

## Corollary: the coupling integral in closed form

By (12) and cyclicity, $\mathrm{Tr}[\chi_0W_\lambda]=-\sum_m\lambda x_m/(1+\lambda x_m)$, while $\mathrm{Tr}[\chi_0\lambda v]=-\sum_m\lambda x_m$. Therefore

$$\frac1\lambda\mathrm{Tr}[\chi_0(W_\lambda-\lambda v)]=\sum_m\Big(x_m-\frac{x_m}{1+\lambda x_m}\Big)=\sum_m\frac{\lambda x_m^2}{1+\lambda x_m}. \tag{13}$$

This vanishes as $\lambda\to0$, so the factor $1/\lambda$ in (8) causes no divergence. The middle form integrates to $x_m-\ln(1+x_m)$. With $\det(1-\chi_0v)=\prod_m(1+x_m)$ and $\mathrm{Tr}[\chi_0v]=-\sum_mx_m$,

$$E_c=\frac1{2\pi}\int_0^\infty d\omega\,\big\{\ln\det(1-\chi_0v)+\mathrm{Tr}[\chi_0v]\big\}\le0. \tag{14}$$

The sign follows from $\ln(1+x)\le x$. Only full-strength quantities are left in (14), because the dependence on $\lambda$ is known and has been integrated analytically. The logarithm is the result of that integration.

This also answers the opening question. At $\lambda=1$, (12) reads $W=v^{1/2}(1+X)^{-1}v^{1/2}$. If $v$ and $W(i\omega)$ are known, this fixes $X$ on the range of $v^{1/2}$, and outside that range $X$ vanishes by its definition. The eigenvalues $x_m$ at every $\omega$, and with them $E_c$, therefore follow from $W$ and $v$ alone.

## Remark: the coupling integrand at full strength

Define the coupling integrand

$$A(\lambda)=-\frac1{2\pi\lambda}\int_0^\infty d\omega\,\mathrm{Tr}[\chi_0(W_\lambda-\lambda v)],\qquad E_c=\int_0^1A(\lambda)\,d\lambda.$$

Putting $W_1$ into this trace and leaving out the integral over $\lambda$ gives $U_c=A(1)$, not the logarithmic expression (14). By the proof of Lemma 1, the same quantity formed with the exact response is the change of the electron-electron interaction energy at full coupling, and $U_c$ is the RPA estimate of it. The remainder $E_c-U_c$ is the RPA estimate of the kinetic energy spent on correlating the electrons.

For $0\le\lambda\le1$ each mode satisfies

$$\lambda\frac{x^2}{1+x}\le\frac{\lambda x^2}{1+\lambda x}\le\frac{x^2}{1+x}.$$

The left inequality holds because $1+\lambda x\le1+x$, the right one because the middle expression grows with $\lambda$. Integration over $\lambda$ and $\omega$ gives $\tfrac12|U_c|\le|E_c|\le|U_c|$. The factor two is approached for weak screening, where $A$ is linear in $\lambda$. Omitting $1/\lambda$ in (8) gives $\int_0^1\lambda A\,d\lambda$, which for linear $A$ is two thirds of $E_c$.

## Remark: matrices of particle-hole products

Let $p=(i,a)$ label the products $\varphi_i\varphi_a$, and let $K_{pq}=(ia|jb)$ be their Coulomb integrals. By (2), $\chi_0$ has the diagonal coefficients $c_p=-4\Delta_p/(\Delta_p^2+\omega^2)$. Taking matrix elements of $W_\lambda=\lambda v+\lambda v\chi_0W_\lambda$ between products gives a closed equation, $W_\lambda=\lambda K+\lambda KcW_\lambda$. No further basis is needed. Traces of powers of $\chi_0v$ become traces of powers of $cK$.

For weak interaction, (13) gives $A\approx2\lambda E_2$, with

$$E_2=-\frac1{4\pi}\int_0^\infty d\omega\,\mathrm{Tr}[(cK)^2]=-2\sum_{pq}\frac{K_{pq}^2}{\Delta_p+\Delta_q}. \tag{15}$$

The frequency integral used here is $\int_0^\infty d\omega\,[(a^2+\omega^2)(b^2+\omega^2)]^{-1}=\pi/[2ab(a+b)]$, obtained by partial fractions. It turns $16\Delta_p\Delta_q$ into $8\pi/(\Delta_p+\Delta_q)$.

## Example: two sites, by hand

Take the half-filled two-site Hubbard model with hopping $t=1$ and on-site repulsion $U=1$; energies are in units of $t$. Since $U\hat n_\uparrow\hat n_\downarrow=\tfrac U2(\hat n^2-\hat n)$ on each site, $v$ is $U$ times the unit matrix. Symmetry keeps one electron on each site at every $\lambda$.

The orbitals $(1,\pm1)/\sqrt2$ have gap $\Delta=2$ and product $(\tfrac12,-\tfrac12)$. At $\omega=0$, equation (2) has the prefactor $-4/\Delta=-2$, hence

$$\chi_0=\begin{pmatrix}-0.5&0.5\\0.5&-0.5\end{pmatrix},\quad
\varepsilon_1=\begin{pmatrix}1.5&-0.5\\-0.5&1.5\end{pmatrix},\quad
W_1=\begin{pmatrix}0.75&0.25\\0.25&0.75\end{pmatrix}.$$

Screening lowers the on-site repulsion and creates a repulsion between the sites: a charge on one site pushes electrons to the other.

The one nonzero mode has $K=U(\tfrac14+\tfrac14)=\tfrac12$ and $x=4K\Delta/(\Delta^2+\omega^2)=4/(4+\omega^2)$. Thus $1+x=(8+\omega^2)/(4+\omega^2)$. From $\int_0^\infty\ln[(a^2+\omega^2)/(b^2+\omega^2)]d\omega=\pi(a-b)$, whose derivative in $a$ is the integral used in Lemma 1, and $\int_0^\infty x\,d\omega=\pi$, equation (14) gives

$$E_c=\tfrac12(\sqrt8-2)-\tfrac12=-0.0858.$$

The exact ground state mixes the covalent singlet (energy 0) with the symmetric ionic one (energy $U$) through the element $-2t$. Its energy is $\tfrac12-\sqrt{4.25}$. Subtracting the uncorrelated energy $-2+\tfrac12$ leaves $E_c=2-\sqrt{4.25}=-0.0616$. At this $U$ the RPA overbinds. At second order the excess comes from the missing exchange in the response: the second-order term includes pairs of same-spin excitations from the single occupied orbital, which the Pauli principle forbids. Equation (15) gives $-2K^2/(2\Delta)=-0.125$, of which the same-spin pairs, two of the four spin combinations, supply half. The other half equals the exact second-order term $-U^2/16t=-0.0625$, obtained by expanding $2-\sqrt{4+U^2/4}$. Exchange is not the whole error beyond second order. Adding the two-electron exchange kernel $-\lambda v/2$ halves the interaction in (4), and (9) then gives $\sqrt{4+2U}-2-U/2=-0.0505$, above the exact value. The overbinding is not general either: at $U=3$ the RPA and exact values are both $-0.5$, and for larger $U$ the RPA underbinds.

## Example: a water molecule

The second example uses PBE orbitals in the cc-pVDZ basis, with O-H distances of 0.96 Å and an angle of 104.5°. All electrons are included. The 5 occupied and 19 virtual orbitals form 95 products. Matrices are inverted numerically, and the integrals over $\omega$ and $\lambda$ are done by Gauss-Legendre quadrature.

Take the product of orbitals 5 and 11, numbered by energy, which in this basis is the one whose diagonal interaction static screening lowers by the largest absolute amount. Its bare interaction is 0.15965 hartree and its gap 1.09474 hartree. If this product screened itself alone, the static result would be

$$\frac{K}{1+4K/\Delta}=\frac{0.15965}{1+0.5833}=0.1008\ \text{hartree}.$$

The full matrix gives 0.0697 hartree, so the other products contribute substantially to the screening.

The coupling integrand, in hartree, is

| $\lambda$ | 0.25 | 0.50 | 0.75 | 1.00 |
|---|---|---|---|---|
| $A(\lambda)$ | −0.1893 | −0.3281 | −0.4392 | −0.5323 |

With $A(0)=0$, Simpson's rule gives

$$E_c\approx-\frac{0.25}{3}\big[4(0.1893+0.4392)+2(0.3281)+0.5323\big]=-0.3085.$$

The finer quadrature gives $E_c=-0.3086$ hartree, or −8.40 eV. The integrand at full strength is $U_c=A(1)=-0.5323$ hartree, 1.72 times $E_c$ and within the bounds derived above. The kinetic part is $+0.2236$ hartree. Omitting $1/\lambda$ would give −0.1972 hartree, 64% of $E_c$.

The second-order energy (15) is −0.4608 hartree, larger in magnitude than $E_c$ by 49%. Screening at higher order is thus not a small correction. The largest static eigenvalue of $\varepsilon_1$ is 3.06, so $x=2.06$ for that mode, beyond the radius $x=1$ within which the power series of $\ln(1+x)$ converges. The closed form (14) is unaffected.

These energies belong to this small basis and these orbitals, and they are far from converged in the basis. $E_c$ moves from −0.309 hartree in cc-pVDZ to −0.425 in cc-pVTZ and about −0.49 in cc-pVQZ, and $U_c$ from −0.532 to −0.747 and about −0.88. The ratios move much less over the same sequence: $U_c/E_c$ from 1.72 to 1.78, $E_2/E_c$ from 1.49 to 1.40, and the largest static eigenvalue of $\varepsilon_1$ from 3.06 to 3.3. They illustrate the identity and do not predict the correlation energy of the real molecule.

## Remark: when the formula changes

If the exchange-correlation potential also responds, through a kernel $f_\lambda$, equation (4) becomes $\chi_\lambda=\chi_0+\chi_0(\lambda v+f_\lambda)\chi_\lambda$. Moving the $f_\lambda$ term to the left gives

$$\chi_\lambda=P_\lambda+\lambda P_\lambda v\chi_\lambda,\qquad P_\lambda=(1-\chi_0f_\lambda)^{-1}\chi_0,$$

if the inverse exists. The algebra of Lemma 2 then holds with $P_\lambda$ in place of $\chi_0$, where $\varepsilon_\lambda=1-\lambda vP_\lambda$ is invertible. The trace in (8) must be replaced by $\mathrm{Tr}[P_\lambda W_\lambda-\lambda\chi_0v]$. The single factor $\chi_0$ in front of $W_\lambda-\lambda v$ is therefore a feature of the RPA.

The gap assumption matters as well. If a gap $\Delta_p$ closes, the static coefficient $-4/\Delta_p$ diverges, and the choice of one closed-shell determinant as the starting point is no longer justified.

All numerical values are calculated from the stated model.
